Thermal conductivity of gapless ferromagnetic magnons at constant mean free path

Q: The magnon heat capacity of a ferromagnet grows as T^(3/2). If the mean free path is fixed, the thermal conductivity must follow the same power. What is left to derive?

A: The speed. A conductivity is built from heat capacity, speed and path, and a magnon's speed depends on its energy, so warming the magnet also changes how fast its typical carriers move. Let me fix the model first. There is one magnon branch in three dimensions, isotropic and without a gap:

E = D k²

Here k is the wavenumber and D, in J m², is the spin-wave stiffness. The group velocity points along k and has magnitude

v = (1/ħ) dE/dk = 2Dk/ħ.

Magnon number is not conserved, so in equilibrium the chemical potential is zero and the occupation is

n(E,T) = 1/(e^x − 1), with x = E/(k_B T).

The mean free path l is the same at every energy and temperature. The lifetime is then τ = l/v, longer for slow magnons. This suits an insulating rod so cold that magnons scatter mainly at rough side walls: the geometry sets the flight length, and the model replaces its dependence on position and direction by a single value l. The value that gives the right heat current is an average weighted toward flights along the rod: for a long round rod with fully diffuse walls it equals the diameter, while the plain mean distance back to the wall is two thirds of the diameter.

Q: In a temperature gradient there is no single T to put into n. Which temperature does a moving magnon carry?

A: That of the place where it last scattered. Let the local temperature be T + Gz, with G the gradient, and consider magnons crossing the plane z = 0 at angle θ to the z axis. One that has flown a distance s since its last scattering comes from z = −s cosθ. The probability density for that distance is e^(−s/l)/l. The occupation at the plane is therefore

∫₀^∞ ds (e^(−s/l)/l) n(E, T − G s cosθ) ≈ n(E,T) − l G cosθ ∂n/∂T,

because the mean of s is l. The expansion requires the temperature change over one path, lG, to be small compared with T. The deviation from equilibrium is

δn = −l G cosθ ∂n/∂T.

The relaxation-time Boltzmann equation says the same: v cosθ G ∂n/∂T = −δn/τ, and vτ = l.

Q: You assume that scattering restores equilibrium at the local temperature and at zero chemical potential. Does δn respect that?

A: Yes. It is odd in cosθ, so it cancels when summed over directions at any fixed energy. The local energy density and magnon density keep their equilibrium values to first order in G. The collisions do have to destroy the drift of the magnon gas, as rough walls or defects can. Collisions that conserve total momentum would not do so, and the model does not describe them.

Q: Then write the heat current, and show me where the numerical factors come from.

A: Each magnon carries energy E at velocity v cosθ along z. The equilibrium part n gives no net current, since it is the same in opposite directions. The heat flux is

q = ∫ d³k/(2π)³ E v cosθ δn = −G l ∫ d³k/(2π)³ E v cos²θ ∂n/∂T.

The conductivity is defined by q = −κG, so the minus signs cancel:

κ = l ∫ d³k/(2π)³ E v cos²θ ∂n/∂T.

In spherical coordinates, d³k is k² dk times the element of solid angle, and cos²θ integrated over all directions gives 4π/3. The prefactor is (4π/3)/(8π³) = 1/(6π²), so

κ = (l/6π²) ∫₀^∞ k² E v (∂n/∂T) dk.

Now v dk = dE/ħ, by the definition of group velocity. The speed disappears from the integrand:

κ = (l/6π²ħ) ∫₀^∞ k²(E) E (∂n/∂T) dE.

At constant l, an isotropic band enters only through k²(E), which is proportional to the area 4πk² of its constant-energy sphere.

Q: So finish it for the quadratic band.

A: There k² = E/D. For the temperature derivative, dn/dx = −eˣ/(eˣ−1)² and ∂x/∂T = −x/T, so

∂n/∂T = (x/T) eˣ/(eˣ−1)².

Substitute E = k_B T x and dE = k_B T dx:

E² (∂n/∂T) dE = (k_B T)² x² · (x/T) eˣ/(eˣ−1)² · k_B T dx = k_B³ T² x³ eˣ/(eˣ−1)² dx.

All the temperature dependence now stands in front of a pure number:

κ = (l k_B³ T²/6π²ħD) J, J = ∫₀^∞ x³ eˣ/(eˣ−1)² dx.

To find J, note that eˣ/(eˣ−1)² is minus the derivative of 1/(eˣ−1), and integrate by parts. The boundary term x³/(eˣ−1) vanishes as x² at the lower end and exponentially at the upper end. Expanding what remains as a geometric series gives

J = 3 ∫₀^∞ x²/(eˣ−1) dx = 3 Σ_(m≥1) ∫₀^∞ x² e^(−mx) dx = 3 Σ_(m≥1) 2/m³ = 6 ζ(3) ≈ 7.212.

Hence

κ = ζ(3) k_B³ l T² / (π² ħ D).

A stiffer magnet conducts less at the same l and T. Its magnons are faster, but there are fewer states at a given energy, and the second effect wins.

Q: My T^(3/2) heat capacity has not gone away. How do the two powers fit together?

A: Compute the heat capacity in the same variables. From k = (k_B T x/D)^(1/2) follows k² dk = ½ (k_B T/D)^(3/2) x^(1/2) dx. The energy density is

U = (1/2π²) ∫₀^∞ k² E n dk = (k_B T/4π²)(k_B T/D)^(3/2) ∫₀^∞ x^(3/2)/(eˣ−1) dx.

The integral is Γ(5/2) ζ(5/2) = (3√π/4) ζ(5/2). Collecting factors, with (4π)^(3/2) = 8π^(3/2),

U = (3/2) ζ(5/2) k_B T (k_B T/4πD)^(3/2).

Since U grows as T^(5/2), C = dU/dT = 5U/(2T), or

C = (15/4) ζ(5/2) k_B (k_B T/4πD)^(3/2).

Your power is right for C. Define an effective speed by κ = C v_eff l/3. As κ goes as T² and C as T^(3/2), v_eff goes as T^(1/2). This is the scaling of v = 2(DE)^(1/2)/ħ at E proportional to k_B T.

Q: How much hangs on constant l, rather than constant lifetime?

A: The exponent itself. Suppose l = l₀ (E₀/E)^r, with fixed l₀ and E₀. The integrand gains a factor proportional to (Tx)^(−r), and κ goes as T^(2−r), provided r < 2 so that the integral converges at small x. A constant lifetime means that l = vτ grows as E^(1/2). That is r = −1/2, and κ goes as T^(5/2).

The band matters too. For sound-like carriers with E = ħck and constant l, k² = E²/(ħc)² supplies one more power of energy, and κ goes as T³. Numerical integration over k at 2 K and 4 K gives powers of 2.0000, 2.5000 and 3.0000 for the three cases. An observed T² would not by itself prove the mechanism, because another combination of band and scattering could give the same power.

Q: Put in numbers. Is this heat flow large enough to matter?

A: Take rough values typical of yttrium iron garnet, a magnetic insulator: D = 5.3 meV nm² = 8.49×10⁻⁴⁰ J m². Choose l = 100 µm and T = 2 K. With k_B³ = 2.632×10⁻⁶⁹ J³/K³,

numerator: 1.202 × 2.632×10⁻⁶⁹ × 10⁻⁴ × 2² = 1.265×10⁻⁷²

denominator: π² × 1.0546×10⁻³⁴ × 8.492×10⁻⁴⁰ = 8.84×10⁻⁷³

κ = 1.43 W/(m K) = 14.3 mW/(cm K).

At the same l the formula gives 0.36 W/(m K) at 1 K and 5.7 W/(m K) at 4 K.

Two numerical tests at 2 K avoid the reduction to a single energy integral. One computes the flux of magnons carrying the occupation of their last scattering point, with a temperature drop of 2 mK per mean free path. The other integrates over three-dimensional k, taking velocities from finite differences of the band energy. Both return 1.43177 W/(m K), as the formula does.

The heat capacity is 9.14 J/(m³ K), so the effective speed is

v_eff = 3 × 1.432/(9.143 × 10⁻⁴) ≈ 4700 m/s.

Half the heat is carried by magnons below 3.27 k_B T, or 0.56 meV. At that energy the wavelength is 19 nm, the speed 5.3 km/s and the lifetime l/v 19 ns. The wavelength is far shorter than l, which supports treating the magnons as particles between collisions.

Q: Real magnets have gaps. Does a small one ruin the result?

A: It reduces κ gradually. Let E = Δ + Dk² and y = Δ/(k_B T). Now k² = (E−Δ)/D, and the integral starts at Δ. At fixed l, the ratio to the gapless conductivity is F(y)/6ζ(3), where

F(y) = ∫_y^∞ (x−y) x² eˣ/(eˣ−1)² dx.

For a small gap, differentiate. The moving lower limit contributes nothing, because x−y vanishes there:

F′(y) = −∫_y^∞ x² eˣ/(eˣ−1)² dx.

At y = 0, integration by parts gives F′(0) = −2 ∫₀^∞ x/(eˣ−1) dx = −2ζ(2) = −π²/3. A second derivative gives F″(y) = y² e^y/(e^y−1)², which tends to 1 as y → 0. Therefore

κ(Δ)/κ(0) = 1 − π² y/(18ζ(3)) + y²/(12ζ(3)) + … ≈ 1 − 0.456 y + … .

For a large gap, replace eˣ/(eˣ−1)² by e^(−x) and put x = y + u:

F(y) ≈ e^(−y) ∫₀^∞ u (u+y)² e^(−u) du = e^(−y) (y² + 4y + 6).

The T² law is then lost to exponential freezing.

With a g-factor of 2, an internal field of 0.01 T opens a gap of 0.013 K in temperature units and costs 0.3% of κ at 2 K. A field of 1 T gives 1.34 K and leaves 72%. At 7 T the gap is 9.4 K, so y = 4.7, and 5.9% remains, in agreement with the large-gap expression. These ratios hold l fixed and count the field as a uniform shift of the band.

Q: Even at zero internal field, magnetic dipoles interact. Your quadratic band ignores them.

A: It does, and this sets a lower limit on the temperature. With dipolar interaction the band at zero internal field is

E = [Dk² (Dk² + E_d sin²α)]^(1/2), E_d = g μ_B μ₀M,

where α is the angle between k and the magnetization M. It is still gapless, but at small k it is no longer quadratic, except for k along M. With a rough μ₀M = 0.25 T, E_d/k_B = 0.34 K.

To see the size of the effect, average κ over the three axes. The squared velocity components sum to v², and d³k = dS dE/(ħv), with dS an element of the constant-energy surface. The speed cancels again, leaving the area of that surface in place of 4πk². For E much larger than E_d, expanding the square root gives Dk² ≈ E − ½E_d sin²α. The mean of sin²α over directions is 2/3, so to first order the area shrinks as if E were replaced by E − E_d/3. That is the leading effect of a gap E_d/3, and the relative loss is about

0.456 × 0.336/(3 × 2) ≈ 2.6% at 2 K.

The numerical integral with the full band gives a loss of 4.3% for heat flowing along M and 1.5% across it. Counting the transverse value twice, once for each transverse axis, the average is 2.4%. At 1 K the losses are 8.1% and 2.8%; at 4 K they are 2.2% and 0.7%. The plain T² law thus needs k_B T well above E_d.

Q: And the upper limit? No lattice has a quadratic band for ever.

A: With nearest-neighbour ferromagnetic exchange the band bends below the parabola, so a given energy corresponds to a larger k and a larger surface. That raises κ as long as k_B T is far below the top of the band. As an estimate, take a simple-cubic cosine band with the same D and the garnet's cubic cell edge, roughly 1.24 nm. At 2 K its conductivity is 0.9% above the quadratic result. The garnet's true band differs in detail, so this gives a size, not a correction to apply.

Q: A thermometer on the rod does not separate magnons from phonons. What would it see?

A: The sum, if the two carry heat side by side under the same temperature gradient. With a heater and thermometer attached to the lattice, this requires magnons and phonons to exchange heat over a distance much shorter than the rod. For one phonon branch with sound speed c and the same l, put k² = E²/(ħc)² into the energy integral. The remaining number is ∫₀^∞ x⁴ eˣ/(eˣ−1)² dx = 4Γ(4)ζ(4) = 4π⁴/15, so

κ_branch = 2π² k_B⁴ l T³/(45 ħ³ c²).

With rough speeds of 3.8 km/s for two transverse branches and 7.2 km/s for one longitudinal branch, phonons give 1.72 W/(m K) at 2 K, about 20% more than the magnons. Since the ratio of magnon to phonon conductivity goes as 1/T, the two are equal at 1.67 K. In this model, with equal paths, magnons lead below that temperature and phonons above it. The sum follows neither T² nor T³.

The two kinds of wave can also mix where their bands cross. Setting Dk² = ħck for transverse sound gives, besides k = 0, the energy (ħc)²/D, or 13.7 K in temperature units. About 7% of the magnon heat flows above this energy. That locates the crossing within the heat spectrum but does not measure the effect of mixing, which is left out.

Q: How close is all this to an actual piece of garnet?

A: The stiffness, magnetization, cell edge and sound speeds are rough values for that material. The path of 100 µm is a choice, suited to a clean bulk rod whose width is of that order. Being an insulator, the garnet has no conduction electrons to add to the heat flow. It has further magnon branches, but they lie far above the thermal energy at 2 K.

One assumption that a device can easily upset is the path. If a thin film reduces l to 1 µm, κ at 2 K falls a hundredfold, to 0.014 W/(m K). If defects make l vary as E^(−r) with r < 2, the exponent changes to 2 − r as derived above. For the bulk example at zero internal field and with l independent of direction, the estimated effects of dipolar interaction and band curvature on κ are each below 5% at 2 K. In a round rod magnetized along its axis, with diffuse walls setting a flight length that depends on direction, the dipolar loss rises from 4.3% to about 5.2%. Uncertainty in l can easily outweigh effects of this size.

Collisions between magnons are also neglected. The quadratic band holds about 7×10⁻⁴ magnons per cubic cell at 2 K, and the dipolar interaction lowers that number. The gas is therefore dilute, but its density alone does not give a collision rate.

Numbers as computed

```
stiffness D = 5.3 meV nm^2 = 8.492e-40 J m^2
mean free path l = 100 um, temperature T = 2.0 K
thermal energy kB T = 0.1723 meV
zeta(3) = 1.202057, Bose integral = 7.212341
kappa, formula            = 1.43177 W/(m K)
kappa, free-flight flux   = 1.43177 W/(m K)
kappa, 3D k integral      = 1.43177 W/(m K)
kappa formula at 1 K = 0.3579 W/(m K)
kappa formula at 2 K = 1.4318 W/(m K)
kappa formula at 4 K = 5.7271 W/(m K)
power of T, constant path, quadratic band     = 2.0000
power of T, constant lifetime, quadratic band = 2.5000
power of T, constant path, linear band        = 3.0000
magnon heat capacity C = 9.143 J/(m^3 K)
effective speed 3 kappa/(C l) = 4698.0 m/s
median heat-carrying energy = 3.2702 kB T = 0.5636 meV
wavelength at median energy = 19.27 nm
speed at median energy = 5251.6 m/s
lifetime l/v at median energy = 19.0 ns
magnons per cubic cell (edge 1.24 nm) = 6.557e-04
dipolar energy g muB mu0M / kB (mu0M = 0.25 T) = 0.3359 K
dipolar/plain kappa at 1 K: along M 0.9186, across M 0.9716
dipolar/plain kappa at 2 K: along M 0.9572, across M 0.9853
dipolar/plain kappa at 4 K: along M 0.9779, across M 0.9925
gap for 0.01 T = 0.0134 K, kappa ratio at 2 K = 0.9969
gap for 1.00 T = 1.3434 K, kappa ratio at 2 K = 0.7247
gap for 7.00 T = 9.4040 K, kappa ratio at 2 K = 0.0592
small-gap slope pi^2/(18 zeta(3)) = 0.4561
cosine-band/plain kappa at 2 K = 1.0092
sound speeds: transverse 3.8 km/s, longitudinal 7.2 km/s
phonon kappa, same l, at 2 K = 1.7155 W/(m K)
magnon and phonon kappa equal at T = 1.669 K
magnon-phonon crossing energy / kB = 13.70 K
share of magnon heat flow above the crossing = 0.0749
```
